# Choosing the exchange fraction of a hybrid functional from defect eigenvalues

## Problem

A localized defect orbital in a wide-gap amorphous oxide can hold one electron. The defect is neutral when the orbital is occupied and has charge \(+1\) when it is empty. With the nuclei frozen at the equilibrium geometry of the neutral state, a hybrid functional with exchange fraction \(a\) gives the size-corrected eigenvalues

\[
e_{\rm occ}(a)=2.0-a,\qquad e_{\rm emp}(a)=1.4+2a ,
\]

in eV. Both are measured from the same aligned valence-band edge, calculated at the same \(a\). The orbital keeps its identity and spin in the two charge states.

1. State the generalized Koopmans condition, and find the exchange fraction and vertical level that it selects. Take the eigenvalue to be linear in the occupation.
2. Describe the total energy on either side of this fraction, and explain why exchange mixing can straighten it.
3. The supercell is a cube of edge 1.2 nm and the electronic dielectric constant is 4.0. What fraction would the uncorrected eigenvalues select?
4. Estimate how the remaining approximations affect the fraction and the level.

## Solution

### 1. The condition and its solution

Let \(f\) be the occupation of the defect orbital, with \(0\le f\le1\), and \(E(f)\) the self-consistent total energy at fixed nuclei. The one-particle density matrix is \(\gamma=\sum_i f_i|\phi_i\rangle\langle\phi_i|\), and the one-electron operator is \(F=\partial E/\partial\gamma\), with \(F\phi_i=e_i\phi_i\). When the defect occupation alone is varied,

\[
\frac{dE}{df}=\langle\phi_d|F|\phi_d\rangle
+\sum_i f_i\left(\left\langle\frac{d\phi_i}{df}\middle|F\middle|\phi_i\right\rangle
+\left\langle\phi_i\middle|F\middle|\frac{d\phi_i}{df}\right\rangle\right).
\]

Since \(F\phi_i=e_i\phi_i\), the sum equals \(\sum_i f_i e_i\,d\langle\phi_i|\phi_i\rangle/df\). It vanishes because the orbitals stay normalized. This leaves Janak's theorem,

\[
\frac{dE}{df}=e(f),\qquad
\Delta E\equiv E(1)-E(0)=\int_0^1 e(f)\,df .
\]

The exact energy is a straight line between adjacent electron numbers, so its slope does not change during filling. The generalized Koopmans condition imposes this on the approximate functional:

\[
\Delta E=e_{\rm occ}=e_{\rm emp}.
\]

With an eigenvalue linear in occupation,

\[
e(f)=e_{\rm emp}+f(e_{\rm occ}-e_{\rm emp}),
\]

integration gives

\[
\Delta E=e_{\rm emp}+\frac{e_{\rm occ}-e_{\rm emp}}2
=\frac{e_{\rm occ}+e_{\rm emp}}2
=1.7+\frac a2\ \text{eV}.
\]

If the two end eigenvalues agree, their average agrees with them too, and the whole condition holds. Setting them equal,

\[
2.0-a=1.4+2a,\qquad 0.6=3a,\qquad a=0.20 .
\]

The solution is unique because the difference \(0.6-3a\) has a nonzero slope. At this fraction

\[
e_{\rm occ}=2.0-0.20=1.80\ \text{eV},\quad
e_{\rm emp}=1.4+0.40=1.80\ \text{eV},\quad
\Delta E=1.7+0.10=1.80\ \text{eV}.
\]

The vertical level therefore lies 1.80 eV above the valence-band edge.

Linearity in \(f\) matters here. Equal end eigenvalues are necessary for a straight energy, but an eigenvalue that bends between them would leave \(E(f)\) curved. Part 4 gives the size of this effect.

### 2. Curvature and the role of exchange

Integrating the linear eigenvalue from 0 to \(f\) gives

\[
E(f)-E(0)=e_{\rm emp}f+\frac{e_{\rm occ}-e_{\rm emp}}2f^2 .
\]

The midpoint departure from the chord is

\[
\begin{aligned}
B&=E(\tfrac12)-\tfrac12[E(0)+E(1)]\\
&=\frac{e_{\rm emp}}2+\frac{e_{\rm occ}-e_{\rm emp}}8
-\frac{e_{\rm emp}}2-\frac{e_{\rm occ}-e_{\rm emp}}4
=-\frac{e_{\rm occ}-e_{\rm emp}}8 .
\end{aligned}
\]

At \(a=0\), the eigenvalues are 2.0 and 1.4 eV, so \(B=-0.075\) eV. The energy is convex: a fractional electron is too low in energy, which is the signature of delocalization error. At \(a=0.40\), they are 1.6 and 2.2 eV, so \(B=+0.075\) eV and the energy is concave.

The concave side can be understood from pure Hartree–Fock theory. At fixed orbitals, the term in the energy quadratic in \(f\) is \(\frac12f^2(J_{dd}-K_{dd})\), where \(J_{dd}\) and \(K_{dd}\) are the Coulomb and exchange integrals of the defect orbital with itself. These are equal, so the energy \(E_\Phi(f)\) for any fixed orbital set \(\Phi\) is linear in \(f\). Let \(\Phi_f\) be the set that minimizes the energy at occupation \(f\). Then

\[
E(f)=(1-f)E_{\Phi_f}(0)+fE_{\Phi_f}(1)
\ge(1-f)E(0)+fE(1),
\]

because \(\Phi_f\) cannot beat the minimizing orbitals at either end. The same argument applies between any two intermediate occupations, so the Hartree–Fock minimum energy is concave or straight. Orbital relaxation produces the concavity.

A semilocal functional can leave part of the orbital's self-repulsion uncancelled. This adds a positive term in \(f^2\). If it outweighs relaxation, the energy is convex, and mixing in Fock exchange can balance the two.

A small self-consistent model shows this balance without assuming the eigenvalue lines of the problem. Five sites in a row form two outer dimers and a central defect site. Two spinless electrons fill the host orbitals and \(f\) electrons fill the defect orbital. The hopping strength is 2.0 eV within a dimer and 0.3 eV to the defect, whose site energy is 0.3 eV. The repulsion is \(v_{ij}=4/(1+|i-j|)\) eV, and each site has a background charge of one half. The exchange energy is

\[
E_x=-\frac{1-a}{2}(0.85)(4\ \text{eV})\sum_i n_i^2
-\frac a2\sum_{ij}v_{ij}\gamma_{ij}^2 ,
\qquad n_i=\gamma_{ii}.
\]

The difference \(e_{\rm occ}-e_{\rm emp}\) is \(+0.490\) eV at \(a=0\) and \(-0.105\) eV at \(a=1\). It vanishes at \(a=0.830\). There \(\Delta E\) and the common eigenvalue differ by 0.00016 eV, whereas \(\Delta E-e_{\rm occ}\) is \(-0.242\) eV at \(a=0\). Equal eigenvalues therefore come with a matching total-energy difference in this model. This is only a weak test of straightness. If the central site energy were zero, the model would be symmetric under exchange of electrons and holes, so \(e(f)+e(1-f)\) would be constant and \(\Delta E\) would equal the average end eigenvalue at every \(a\), even for a bent \(e(f)\). The site energy of 0.3 eV breaks this symmetry, but the close agreement still does not show that \(e(f)\) is constant between the ends. The model's selected fraction need not equal 0.20, which follows from the eigenvalue lines given in the problem; the condition does not supply a universal fraction.

### 3. What the size correction does

In a periodic calculation, a charged defect interacts with its images and with the uniform neutralizing background. For a point charge \(q\) (in units of the elementary charge) in a cubic cell of edge \(L\), this spurious energy is \(-\alpha q^2e^2/(2\varepsilon L)\). Here \(e^2\) includes the factor \(1/(4\pi\varepsilon_0)\), and \(\alpha=2.8373\) is the Madelung constant. The correction restores the missing energy:

\[
E_{\rm corr}=\frac{\alpha q^2e^2}{2\varepsilon L}.
\]

An eigenvalue is a derivative with respect to electron number \(N\). Adding an electron lowers \(q\) by one, so \(dq/dN=-1\) and

\[
e_{\rm corr}=\frac{dE_{\rm corr}}{dN}
=-\frac{dE_{\rm corr}}{dq}
=-\frac{\alpha q e^2}{\varepsilon L}
=-\frac{2E_{\rm corr}}q .
\]

The nuclei are frozen, so only electrons screen the charge and \(\varepsilon\) is the electronic constant. With \(e^2=1.440\) eV nm,

\[
E_{\rm corr}=\frac{2.8373\times1.440}{2\times4.0\times1.2}
=0.426\ \text{eV},\qquad
e_{\rm corr}=-0.851\ \text{eV}
\]

for the empty state, where \(q=+1\). The neutral occupied state has no such correction. The raw empty eigenvalue is thus too high by 0.851 eV. If \(\varepsilon\) is taken to be the same at every \(a\), equating the raw eigenvalues gives

\[
2.0-a=1.4+2a+0.851,\qquad
a=\frac{0.6-0.851}{3}=-0.084 .
\]

A negative exchange fraction lies outside the intended mixing range. At this cell size, the electrostatic error is larger than the 0.6 eV difference that the exchange fraction is meant to remove.

### 4. Sensitivity and limits

Suppose the supplied eigenvalues need further corrections \(\delta_{\rm occ}\) and \(\delta_{\rm emp}\), independent of \(a\). Then

\[
2.0-a+\delta_{\rm occ}=1.4+2a+\delta_{\rm emp},\qquad
a=0.20+\frac{\delta_{\rm occ}-\delta_{\rm emp}}3 .
\]

Putting this fraction into \(2.0-a+\delta_{\rm occ}\) gives the level as \(1.80\ \text{eV}+(2\delta_{\rm occ}+\delta_{\rm emp})/3\). An error in the empty eigenvalue alone therefore moves the level by one third of its size. A common shift, such as a change of energy zero, moves the level by the full shift but leaves \(a\) unchanged. A relative error of 0.10 eV changes \(a\) by 0.033.

**Dielectric constant.** Keep the raw eigenvalues fixed and raise \(\varepsilon\) by 10%. The size correction becomes smaller, the corrected empty level rises by 0.077 eV, and the selected fraction falls to 0.174. The selected level rises by one third of the shift, 0.026 eV.

**Finite size of the charge.** For a spherical charge of root-mean-square radius \(r_d\), two terms correct the point-charge result. The background adds a potential proportional to \(2\pi r^2/(3L^3)\), whose average over the charge is \(2\pi r_d^2/(3L^3)\). Spreading the charge also lowers the cell integral of its potential by \(2\pi r_d^2/3\) per unit charge; restoring zero mean potential adds another \(2\pi r_d^2/(3L^3)\). With uniform dielectric screening, the point-charge formula therefore overcorrects the empty eigenvalue by

\[
\delta_{\rm emp}=\frac{4\pi r_d^2e^2}{3\varepsilon L^3}.
\]

For \(r_d=0.20\) nm this is 0.035 eV, \(a\) becomes 0.188, and the level rises by 0.012 eV. This assumes that energies are referred to the cell-averaged potential. The second term is a uniform shift: if the band edge is instead aligned through the potential far from the defect, compared with the point-charge model, that term is absorbed and only half, 0.017 eV, remains.

**Curved eigenvalue.** Add \(4b f(1-f)\) to \(e(f)\), which leaves both end values unchanged. Since \(\int_0^1f(1-f)\,df=1/6\), the energy difference increases by \(2b/3\). For \(b=0.10\) eV this is 0.067 eV, and the three quantities in the Koopmans condition can no longer all agree. Requiring \(\Delta E=e_{\rm occ}\) gives

\[
1.7+\frac a2+0.067=2.0-a,\qquad a=0.156,
\]

while requiring \(\Delta E=e_{\rm emp}\) gives

\[
1.7+\frac a2+0.067=1.4+2a,\qquad a=0.244 .
\]

The spread between these values measures the ambiguity caused by the bend. The corresponding values of \(\Delta E\) are 1.844 and 1.889 eV. Comparing \(\Delta E\) with both eigenvalues reveals this bend; comparing the eigenvalues alone does not. A bend that is odd about \(f=\tfrac12\) would escape both comparisons, because it integrates to zero, so a full test of straightness also needs eigenvalues at intermediate occupations.

**Lattice relaxation.** The 1.80 eV level is vertical, at the neutral geometry. Let \(x\) be a lattice coordinate, with the neutral minimum at \(x=0\) and the charged minimum at \(x=1\). For equal parabolas with relaxation energy \(\lambda\),

\[
E_0=\lambda x^2,\qquad
E_+=-1.80\ \text{eV}-\lambda+\lambda(x-1)^2 .
\]

At \(x=0\), \(E_0-E_+=1.80\) eV, as required. The thermodynamic level compares the two minima and is \(1.80\ \text{eV}+\lambda\). A rough \(\lambda=0.50\) eV places it at 2.30 eV. Expanding the square gives

\[
E_0-E_+=1.80\ \text{eV}+2\lambda x .
\]

For classical motion in the neutral well, \(\langle x^2\rangle=k_BT/(2\lambda)\). The standard deviation of the vertical level is therefore \(2\lambda\sqrt{k_BT/(2\lambda)}=\sqrt{2\lambda k_BT}\), or 0.16 eV at 300 K. This classical value is too small when the phonon energy \(\hbar\omega\) is comparable with or larger than \(k_BT\), as is common in oxides. A quantum harmonic mode gives \(\sqrt{\lambda\hbar\omega\coth(\hbar\omega/2k_BT)}\), which is 0.18 eV for \(\hbar\omega=40\) meV. Relaxation does not alter the fraction selected at the original frozen geometry, but repeating the selection at another geometry may give another fraction.

**Relation to real channel layers.** Amorphous oxides used in thin-film transistors, such as indium gallium zinc oxide, have rough gaps near 3 eV and electronic dielectric constants near 4. The example takes a gap of 3.1 eV, which puts the vertical level 1.30 eV below the conduction edge. The eigenvalue lines themselves are model data, not properties of that oxide. A real amorphous layer does not have one repeated defect environment: if all sites share the same slopes in \(a\), a site-to-site standard deviation of 0.10 eV in \(e_{\rm occ}-e_{\rm emp}\) gives the selected fraction a standard deviation of 0.033. Real defects also relax, and with the rough \(\lambda\) above this moves the level by 0.50 eV, far more than the size terms left in the vertical level after the main correction. A \(\lambda\) computed in a supercell needs its own size correction, because the relaxed charged state is screened by the static dielectric constant \(\varepsilon_s\) and not by the electronic one. The cell underestimates \(\lambda\) by \(\alpha e^2(1/\varepsilon-1/\varepsilon_s)/(2L)\), which is about 0.26 eV for \(L=1.2\) nm and a rough \(\varepsilon_s=10\). Satisfying the Koopmans condition for one defect does not by itself guarantee the correct band gap, so the distance to the conduction edge needs a separate check.

## Calculated quantities

```
Selection of the exchange fraction
a=0.00: e_occ=2.000, e_emp=1.400, dE=1.700, bow=-0.0750 eV
a=0.20: e_occ=1.800, e_emp=1.800, dE=1.800, bow=0.0000 eV
a=0.40: e_occ=1.600, e_emp=2.200, dE=1.900, bow=0.0750 eV
a from equal eigenvalues = 0.2000
a from straight total energy = 0.2000
Self-consistent five-site model (separate from the given lines)
e_occ-e_emp at a=0: 0.4904 eV; at a=1: -0.1047 eV
a at equal eigenvalues = 0.8299
a from straight line between a=0 and a=1 = 0.8241
dE at selected a = -1.66022 eV
eigenvalue at selected a = -1.66038 eV
dE-e_occ: -0.24174 eV at a=0, 0.000157 eV at selected a
Oxide-channel example: rough inputs and size correction
L=1.20 nm, eps=4.0, gap=3.10 eV, T=300 K
Madelung constant = 2.83730; real-space sum = 2.83730
charged-state energy correction = 0.4256 eV
raw empty level too high by = 0.8512 eV
raw empty level at a=0.20 = 2.6512 eV
a without size correction = -0.0837
selected level below conduction edge = 1.300 eV
Neglected effects, sized from rough inputs
eps 10% larger: empty level +0.0774 eV, a=0.1742
charge radius 0.20 nm: empty level +0.0349 eV, a=0.1884
disorder 0.10 eV in e_occ-e_emp: spread of a=0.0333
midpoint bend 0.10 eV: dE-e at a=0.20 = 0.0667 eV
with bend, dE=e_occ gives a=0.1556
with bend, dE=e_emp gives a=0.2444
relaxation energy = 0.500 eV
vertical level = 1.800 eV; thermodynamic level = 2.300 eV
kT = 0.02585 eV; thermal standard deviation of vertical level = 0.1608 eV
```
